# Absorption of axial and pupil-edge rays in immersion water

**Data for all parts.** In a lithographic projection lens working near 193 nm, a flat layer of water fills the space between the last lens element and the resist. The layer has thickness \(d=1\ \mathrm{mm}=0.1\ \mathrm{cm}\), refractive index \(n=1.44\) and decadic absorbance \(a=0.036\ \mathrm{cm^{-1}}\). Light that travels a path \(L\) in the water therefore keeps the fraction \(10^{-aL}\) of its power.

The water is uniform and isotropic, and its two faces are parallel. The internal transmittance \(T\) is the power that reaches the lower face divided by the power that entered at the upper face. Reflections are excluded until part (f). Angles are measured from the optical axis, which is normal to the layer.

## (a) Angle and path

**Question.** Show that \(n\sin\theta\) is unchanged when a ray passes from the lens into the water. Find the angle and path length in the water for a ray of numerical aperture \(\mathrm{NA}=n\sin\theta=1.35\).

**Answer.** Take a point in the glass, of index \(n_1\), at height \(h\) above the interface, and a point in the water at depth \(b\). Their horizontal separation is \(X\). If the ray crosses the interface at horizontal distance \(x\) from the first point, the optical path is

\[
P(x)=n_1\sqrt{x^2+h^2}+n\sqrt{(X-x)^2+b^2}.
\]

By Fermat's principle, \(P\) is stationary for the actual ray:

\[
0=\frac{dP}{dx}=\frac{n_1x}{\sqrt{x^2+h^2}}-\frac{n(X-x)}{\sqrt{(X-x)^2+b^2}}
=n_1\sin\theta_1-n\sin\theta .
\]

Hence \(n_1\sin\theta_1=n\sin\theta\), and the ray has the same NA in both media. In the water,

\[
\sin\theta=\frac{1.35}{1.44}=0.9375,\qquad
\cos\theta=\sqrt{1-0.9375^2}=0.34799,
\]

so \(\theta=69.64^\circ\). The thickness \(d\) is the side of a right triangle adjacent to \(\theta\), and the path is its hypotenuse:

\[
L=\frac{d}{\cos\theta}=\frac{1\ \mathrm{mm}}{0.34799}=2.874\ \mathrm{mm}.
\]

The edge ray travels 1.874 mm further than the axial ray. A propagating ray requires \(\mathrm{NA}<n\), which holds here.

## (b) The two transmittances

**Question.** Relate \(a\) to the coefficient \(\alpha\) in \(dI/ds=-\alpha I\), where \(s\) is distance along the ray. Calculate the internal transmittance of the axial ray and of the edge ray.

**Answer.** Separating variables gives \(dI/I=-\alpha\,ds\), and integration from 0 to \(L\) gives \(I(L)=I(0)e^{-\alpha L}\). Since \(10^{-aL}=e^{-aL\ln10}\), the two forms agree for every \(L\) if

\[
\alpha=a\ln10=0.036\times2.3026=0.0829\ \mathrm{cm^{-1}} .
\]

With \(L=d/\cos\theta\), the transmittance is

\[
T(\theta)=10^{-ad/\cos\theta}.
\]

For the axial ray, \(ad=0.0036\), and

\[
T(0)=10^{-0.0036}=0.99174 .
\]

For the edge ray, \(ad/\cos\theta=0.0036/0.34799=0.010345\), and

\[
T(\theta)=10^{-0.010345}=0.97646 .
\]

## (c) The comparison

**Question.** Show that the edge ray transmits about 1.5 percent less than the axial ray. Support the figure with upper and lower bounds that need no exponential function.

**Answer.** The relative loss is

\[
\ell=1-\frac{T(\theta)}{T(0)}=1-e^{-x},\qquad
x=\alpha d\left(\frac1{\cos\theta}-1\right).
\]

The common factor \(e^{-\alpha d}\) has cancelled, so the extra path alone enters \(x\). Its value is

\[
x=0.08289\ \mathrm{cm^{-1}}\times0.18737\ \mathrm{cm}=0.01553 .
\]

To bound \(\ell\), write \(1-e^{-x}=\int_0^x e^{-t}\,dt\). For \(t\ge0\), \(e^{-t}\le1\), which gives \(1-e^{-x}\le x\). The same inequality with \(t\) in place of \(x\) reads \(e^{-t}\ge1-t\). Inserting this in the integral gives

\[
x-\frac{x^2}{2}\le\ell\le x,
\qquad 0.01541\le\ell\le0.01554 .
\]

Direct evaluation gives \(\ell=1-0.98459=0.0154\), or 1.54 percent relative to the axial transmittance. The difference \(T(0)-T(\theta)\) is 1.53 percentage points. The two measures are close because \(T(0)\) is close to one.

The word "decadic" matters. If 0.036 per cm were the value of \(\alpha\) itself, the relative loss would be 0.67 percent.

## (d) Waves, polarization and the limits of the ray formula

**Question.** Treat the light as a plane electromagnetic wave in water of complex index \(n+i\kappa\). Show that weak absorption gives the same factor \(1/\cos\theta\) for both polarizations. Examine small NA and NA approaching \(n\).

**Answer.** Let \(k_0=2\pi/\lambda\), with \(\lambda\) the vacuum wavelength, and use the time factor \(e^{-i\omega t}\). In a uniform isotropic medium, each Cartesian field component obeys

\[
\nabla^2E+k_0^2(n+i\kappa)^2E=0 .
\]

The wave enters from lossless glass through a flat face. Matching the fields at every point of that face preserves the real transverse wave number \(k_0\mathrm{NA}\). Substituting \(E\propto e^{i(k_0\mathrm{NA}\,x+k_zz)}\), where \(x\) is now the transverse coordinate, gives

\[
k_z^2=k_0^2\left[(n+i\kappa)^2-\mathrm{NA}^2\right].
\]

Write \(k_z=p+iq\). The real and imaginary parts are

\[
p^2-q^2=k_0^2(n^2-\kappa^2-\mathrm{NA}^2),\qquad 2pq=2k_0^2n\kappa .
\]

To first order in \(\kappa\), the squares \(q^2\) and \(\kappa^2\) drop out. Then \(p=k_0\sqrt{n^2-\mathrm{NA}^2}=k_0n\cos\theta\), and

\[
q=\frac{k_0^2n\kappa}{p}=\frac{k_0\kappa}{\cos\theta}.
\]

Power is quadratic in the fields and falls as \(e^{-2qz}\). On the axis this must equal \(e^{-\alpha z}\), so \(\alpha=2k_0\kappa=4\pi\kappa/\lambda\). At angle \(\theta\), \(2q=\alpha/\cos\theta\), as for the ray. Polarization did not enter, so s light (electric field normal to the plane of incidence) and p light (electric field in that plane) are attenuated equally. Numerical diagonalization of Maxwell's equations for the edge direction gives 97.646 percent for each.

With \(\lambda=193.4\ \mathrm{nm}\), \(\kappa=\alpha\lambda/(4\pi)=1.28\times10^{-7}\). The expansion requires \(q/p=\kappa/(n\cos^2\theta)\ll1\); here this ratio is below \(10^{-6}\).

For small NA, \(1/\cos\theta=(1-\mathrm{NA}^2/n^2)^{-1/2}\simeq1+\mathrm{NA}^2/(2n^2)\), and hence

\[
\ell\simeq\frac{\alpha d\,\mathrm{NA}^2}{2n^2}.
\]

At NA 0.5 this gives 0.050 percent, against 0.055 percent from the full formula. The later rise is faster than quadratic: the full formula gives 0.67 percent at NA 1.2 and 1.54 percent at NA 1.35.

As NA approaches \(n\), the ray path diverges and the expansion fails. At \(\mathrm{NA}=n\), neglecting \(\kappa^2\) beside \(n\kappa\), the wave equation gives \(k_z^2=2ik_0^2n\kappa\). Since \(\sqrt{2i}=1+i\), \(q=k_0\sqrt{n\kappa}\), so the attenuation per unit depth remains finite.

## (e) Effect on fringe contrast

**Question.** An axial and an edge plane wave, both s-polarized and of equal amplitude on entering the water, interfere at its lower face. How much contrast does their unequal absorption remove? Compare this with the effect of changing both waves to p polarization.

**Answer.** The s fields are parallel. With relative phase \(\phi\), the electric intensity is proportional to

\[
\left|\sqrt{T(0)}+\sqrt{T(\theta)}e^{i\phi}\right|^2
=T(0)+T(\theta)+2\sqrt{T(0)T(\theta)}\cos\phi .
\]

Contrast is the difference of maximum and minimum divided by their sum. With \(r=T(\theta)/T(0)\),

\[
V=\frac{2\sqrt r}{1+r},\qquad
1-V=\frac{1+r-2\sqrt r}{1+r}=\frac{(1-\sqrt r)^2}{1+r}.
\]

Here \(\sqrt r=0.99226\), so \(1-V=(0.00774)^2/1.98459=3.0\times10^{-5}\). The loss is small because it is quadratic in the amplitude mismatch.

For p polarization, each electric field is perpendicular to its own ray and lies in the plane of incidence. The two fields therefore make the angle \(\theta\) with each other. Their scalar product multiplies the interference term by \(\cos\theta\), and the contrast in the water falls to about 0.35. The image is recorded in the resist, where the angle between the fields is smaller. For a resist index of 1.70 the factor is \(\sqrt{1-(1.35/1.70)^2}=0.61\). For this pair of waves, field direction matters far more than unequal absorption.

## (f) Reflections and the real case

**Question.** Is the result of part (c) the total difference in throughput between the two directions? Use bare interfaces and rough indices of 1.56 for fused silica and 1.70 for resist. Estimate also the influence of water quality and temperature.

**Answer.** It is not, because the faces also reflect. Let light pass from index \(n_1\) to \(n_2\), with \(c_j=\cos\theta_j\), and let \(\rho\) and \(\tau\) be the reflected and transmitted tangential electric fields for unit incident tangential field. Continuity of this field gives \(1+\rho=\tau\). The tangential magnetic field is \(Y_j\) times the tangential electric field, with opposite sign for the reflected wave, so \(Y_1(1-\rho)=Y_2\tau\). Eliminating \(\tau\),

\[
\rho=\frac{Y_1-Y_2}{Y_1+Y_2},\qquad R=\rho^2 .
\]

In a plane wave the magnetic amplitude is proportional to \(n_j\) times the electric amplitude. For s light the magnetic field has tangential part \(c_j\), so \(Y_j=n_jc_j\). For p light the electric field has tangential part \(c_j\), so \(Y_j=n_j/c_j\).

At the silica–water face and NA 1.35, \(n_jc_j=\sqrt{n_j^2-\mathrm{NA}^2}\) is 0.7817 in silica and 0.5011 in water. For s light,

\[
R=\left(\frac{0.7817-0.5011}{0.7817+0.5011}\right)^2=0.048 .
\]

The reflected powers, in percent, are:

| Interface | Axial | Edge, s | Edge, p |
|---|---:|---:|---:|
| Silica–water | 0.16 | 4.8 | 2.0 |
| Water–resist | 0.69 | 12.0 | 3.7 |

At the first face alone, the edge ray loses 4.6 percentage points more than the axial ray in s light and 1.8 points more in p light. Both exceed the absorption difference. Light reflected at the resist and again at the lens carries at most 0.58 percent (s) or 0.08 percent (p) of the power in the water, before absorption on the extra passes. Interference with the direct beam could have a larger effect than these powers suggest, since it depends on amplitude. The s echo has relative amplitude near \(\sqrt{0.0058}=0.076\), so full coherent overlap would modulate the power by roughly \(\pm15\) percent, and by about \(\pm5\) percent for p light. The echo is displaced sideways by \(2d\tan\theta=5.4\ \mathrm{mm}\), so any overlap depends on the beam width.

The chosen index, absorbance, thickness and NA are in the rough range of water-immersion lithography at 193 nm, with NA near the upper end. At NA 1.35, the throughput differences from reflection at bare interfaces are the largest of those estimated here. The ordering depends on angle: for p light at NA 1.2 the silica–water face reflects 0.05 point less than on the axis, while the relative absorption loss is 0.67 percent. Coatings, resist absorption and interference in the films below the resist surface would change the values in the table and are not modelled.

Other changes in throughput are smaller. With the geometry fixed, a 10 percent rise in absorbance raises the relative loss from 1.54 to 1.69 percent. Warming by 1 K, with a rough index change of \(-10^{-4}\) per kelvin and \(a\) held fixed, adds about 0.001 percentage point. Its effect on phase is not small. The phase path \(d\sqrt{n^2-\mathrm{NA}^2}\) changes by \(d\,\delta n/\cos\theta\), so the edge wave shifts against the axial wave by \(1.874\ \mathrm{mm}\times10^{-4}\approx190\ \mathrm{nm}\), nearly one wavelength. Rounding of the index matters more, because the edge ray is steeply inclined: \(n=1.437\) in place of 1.44 gives a relative loss of 1.58 percent, so the third digit of 1.54 percent requires an index between about 1.4397 and 1.4405.

For heating by the exposure, take a rough dose \(F=30\ \mathrm{mJ/cm^2}\), measured per unit horizontal area, and assume that it all crosses static water at the edge angle. The heat absorbed per unit volume is \(\alpha F/\cos\theta\). Division by the rough heat capacity \(4.18\ \mathrm{J\,cm^{-3}\,K^{-1}}\) gives

\[
\Delta\Theta=\frac{0.0829\times0.030}{0.348\times4.18}\ \mathrm K
\approx1.7\ \mathrm{mK}.
\]

Even if the absorbance rose by 20 percent per kelvin, this heating would change the relative loss by only about 0.0005 percentage point. The estimate is for a single dose; water that stayed under the lens through a scan would receive several doses and warm in proportion. Further values are listed in the numerical output.

## Calculated quantities

```
water index: 1.44
decadic absorbance: 0.036 per cm
thickness: 1.0 mm
edge numerical aperture: 1.35
rough wavelength: 193.4 nm
sin(theta) at edge: 0.9375
cos(theta) at edge: 0.34799
angle in water: 69.64 degrees
edge path: 2.8737 mm
extra path: 1.8737 mm
Napierian coefficient alpha: 0.08289 per cm
imaginary index kappa: 1.276e-07
axial transmittance: 99.174 percent
edge transmittance: 97.646 percent
edge/axial power ratio: 0.98459
relative loss: 1.541 percent
difference: 1.528 percentage points
small exponent x: 0.015532
lower bound x-x^2/2: 0.015411
sliced-ray relative loss: 1.541 percent
Maxwell edge T, s: 97.646 percent
Maxwell edge T, p: 97.646 percent
loss if Napierian: 0.672 percent
edge/axial amplitude ratio: 0.99226
fringe contrast loss: 3.02e-05
relative loss at NA 0.5: 0.055 percent
relative loss at NA 0.9: 0.233 percent
relative loss at NA 1.2: 0.668 percent
relative loss at NA 1.3: 1.092 percent
rough silica index: 1.56
rough resist index: 1.70
silica/water reflection, axial: 0.16 percent
silica/water reflection, edge s: 4.79 percent
silica/water reflection, edge p: 2.00 percent
water/resist reflection, axial: 0.69 percent
water/resist reflection, edge s: 12.03 percent
water/resist reflection, edge p: 3.74 percent
two-bounce echo before absorption, s: 0.576 percent
two-bounce echo before absorption, p: 0.075 percent
loss with absorbance +10 percent: 1.694 percent
rough dn/dT of water: -1.0e-04 per K
loss change for +1 K: 0.0012 percentage points
rough dose: 30 mJ/cm2
rough heat capacity: 4.18 J/(cm3 K)
upper estimate of heating: 1.71 mK
```
